# Hubbard Occupations and Hamiltonian at Linear Cost from Sparse Kernels

Suppose the occupations of $N$ Hubbard sites are obtained by multiplying full matrices: the transposed table of projector overlaps, the density kernel, and the overlaps again. Both table dimensions grow with the system, so the work grows as $N^3$, and doubling the system multiplies it by eight. Most of the result is then discarded, because the Hubbard energy uses the blocks that belong to single sites and none of the blocks between sites. A calculation whose other parts scale linearly would be overtaken by its correction term.

The remedy is to work site by site. It has to be shown that this gives the same energy and the correct Hamiltonian, and that the work per site is bounded.

## A chain small enough for hand calculation

Take one spin channel and real, normalized support functions $\phi_1,\phi_2,\dots$, which need not be orthogonal. The density operator is

$$\rho=\sum_{ab}|\phi_a\rangle K_{ab}\langle\phi_b| ,\qquad K_{ab}=K_{ba},$$

where $K$ is the density kernel. Site 1 has one normalized projector $\chi_1$, which overlaps $\phi_1$ and $\phi_2$. Site 2 has $\chi_2$, which overlaps $\phi_2$ and $\phi_3$. In both cases the overlaps are $v$ with the left function and $w$ with the right one. All other overlaps vanish because the functions have finite range.

The occupation of site 1 is the expectation value of $\rho$ in its projector:

$$n_1=\langle\chi_1|\rho|\chi_1\rangle=v^2K_{11}+2vwK_{12}+w^2K_{22}.$$

Likewise, $n_2=v^2K_{22}+2vwK_{23}+w^2K_{33}$. The element $K_{13}$ appears in neither. It may be large, but no site touches both $\phi_1$ and $\phi_3$.

The Hubbard correction used here is the rotationally invariant mean-field form with one effective parameter $U$. For this chain it is

$$E_U=\frac U2\left[(n_1-n_1^2)+(n_2-n_2^2)\right].$$

For $U>0$ it penalizes fractional occupation and vanishes at $n=0$ and $n=1$. Since $d(n-n^2)=(1-2n)\,dn$, a change of the kernel gives

$$dE_U=g_1\,(v^2dK_{11}+2vw\,dK_{12}+w^2dK_{22})+g_2\,(v^2dK_{22}+2vw\,dK_{23}+w^2dK_{33}),$$

with $g_I=\frac U2(1-2n_I)$. The Hamiltonian matrix is defined by $dE_U=\mathrm{Tr}[H_U\,dK]$. In this trace $dK_{12}$ and $dK_{21}$ both occur, which accounts for the factor 2. Reading off the coefficients,

$$H_U=\begin{pmatrix} v^2g_1 & vwg_1 & 0\\ vwg_1 & w^2g_1+v^2g_2 & vwg_2\\ 0 & vwg_2 & w^2g_2\end{pmatrix}.$$

Each site adds one $2\times2$ block, and the blocks overlap where two sites share a function.

Now continue the chain to $N$ sites and $N+1$ functions. For each site, the product of the $2\times2$ kernel block with the overlap vector takes 4 multiplications, and the scalar product with the overlap vector takes 2. The occupations therefore cost $6N$. The same product with full matrices costs

$$N(N+1)^2+N^2(N+1)=N(N+1)(2N+1).$$

For $N=100$ these numbers are 600 and 2,030,100. The Hamiltonian is tridiagonal, with $(N+1)+2N=3N+1$ stored elements.

## Two projectors on one site

A $d$ or $f$ shell has several projectors, and they may be nonorthogonal. Let a site have two normalized projectors with overlap $s$, $0<|s|<1$, and let one occupied orbital be equal to the first projector. The matrix of $\rho$ between projectors is

$$D=\begin{pmatrix}1&s\\ s&s^2\end{pmatrix},\qquad \mathrm{Tr}\,D=1+s^2 .$$

The trace exceeds one, although one electron is present. Expectation values in nonorthogonal projectors do not in general add up to the charge in the space they span. Here the sum is too large; for $s>0$, an electron in the normalized difference of the projectors would give $1-s$, which is too small. The cure is the inverse of the projector overlap matrix $O$:

$$n=O^{-1}D=\frac1{1-s^2}\begin{pmatrix}1&-s\\-s&1\end{pmatrix}\begin{pmatrix}1&s\\ s&s^2\end{pmatrix}=\begin{pmatrix}1&s\\0&0\end{pmatrix}.$$

In the first row, $1-s^2$ and $s-s^3$ are divided by $1-s^2$. In the second row, $-s+s$ and $-s^2+s^2$ vanish. The eigenvalues are 1 and 0, as they should be. The matrix is not symmetric, which does no harm, because the energy uses traces alone.

## The general formulas

Let site $I$ carry $M$ linearly independent projectors $\chi_m$. Define

$$V^I_{am}=\langle\phi_a|\chi_m\rangle,\qquad O^I_{mm'}=\langle\chi_m|\chi_{m'}\rangle,\qquad D^I=V^{I\,T}KV^I .$$

The occupation matrix and the energy of one spin channel are

$$n^I=(O^I)^{-1}D^I,\qquad E_U=\sum_I\frac U2\,\mathrm{Tr}\left[n^I-n^In^I\right].$$

The choice of basis within a site does not matter. If the projectors are replaced by combinations with an invertible matrix $A$, then $V\to VA$ and $O\to A^TOA$, so that

$$n\to A^{-1}O^{-1}A^{-T}\,A^TV^TKV\,A=A^{-1}nA .$$

This is a similarity transformation, and it preserves eigenvalues and traces. With orthonormal projectors $n$ is symmetric, and each eigenvalue $\lambda$ is the expectation value of $\rho$ in a normalized state. Hence $0\le\lambda\le1$ if the orbital occupations in $\rho$ lie between 0 and 1.

For the Hamiltonian, omit the site label and vary $K$. The cyclic property of the trace gives $\mathrm{Tr}[n\,dn+dn\,n]=2\,\mathrm{Tr}[n\,dn]$, so each site contributes

$$dE=\frac U2\mathrm{Tr}[(1-2n)\,dn]=\frac U2\mathrm{Tr}\left[(1-2n)O^{-1}V^TdK\,V\right]=\mathrm{Tr}\left[VGV^TdK\right].$$

In the last step $V$ was moved to the front. Therefore

$$H_U=\sum_IV^IG^IV^{I\,T},\qquad G^I=\frac U2\left[(O^I)^{-1}-2n^I(O^I)^{-1}\right].$$

$G^I$ is symmetric because $nO^{-1}=O^{-1}DO^{-1}$. With orthonormal projectors it reduces to $\frac U2(1-2n)$, so a site state with occupation $\lambda$ feels the potential $U(\tfrac12-\lambda)$. For $U>0$, states more than half filled are lowered, and those less than half filled are raised.

The trace of kernel and Hamiltonian is not the energy. Using $D=On$,

$$\mathrm{Tr}[KVGV^T]=\mathrm{Tr}[DG]=\frac U2\mathrm{Tr}\left[On(1-2n)O^{-1}\right]=\frac U2\mathrm{Tr}[n-2n^2].$$

Compared with $\frac U2\mathrm{Tr}[n-n^2]$, this is too low by $\frac U2\mathrm{Tr}[n^2]$, and hence

$$E_U=\mathrm{Tr}[KH_U]+\frac U2\sum_I\mathrm{Tr}[n^In^I].$$

## Which kernel elements are needed

Let support functions vanish beyond a distance $r_\phi$ from their atom, and projectors beyond $r_\chi$ from their site. Then $V^I_{am}$ can differ from zero only if the centres are closer than $R=r_\phi+r_\chi$. An element $K_{ab}$ enters $n^I$ only if both functions touch site $I$. By the triangle inequality, their centres are then closer than $2R$.

Deleting all elements beyond $2R$ from a given kernel therefore leaves $n^I$ and $H_U$ unchanged. This differs from searching for a kernel under the constraint that it vanish beyond $2R$, since such a constraint can also change the elements that are kept.

## Why the work per site is bounded

Let any two atoms be at least $d$ apart in $D$ dimensions. Put a ball of radius $d/2$ around every atom closer than $R$ to a given site. The balls do not overlap, and they all lie inside a ball of radius $R+d/2$. If there are $k$ of them, comparing volumes gives

$$k\left(\frac d2\right)^D\le\left(R+\frac d2\right)^D\quad\Rightarrow\quad k\le\left(1+\frac{2R}d\right)^D .$$

With at most $p$ functions per atom, the number $z_I$ of functions touching site $I$ is at most $p(1+2R/d)^D$, whatever the size of the system.

The algorithm for one site has these steps:

1. Collect the $z$ touching functions, their rows of $V$ and the $z\times z$ block of $K$.
2. Form $KV$ with $z^2M$ multiplications, then $V^T(KV)$ with $zM^2$.
3. Form $n=O^{-1}D$ and $nO^{-1}$, with $M^3$ each.
4. Form $VG$ with $zM^2$, then $(VG)V^T$ with $z^2M$, and add the block to $H_U$.

The matrix products of one site thus need

$$C_I=2M\left(z_I^2+z_IM+M^2\right)$$

multiplications. For the hand example, $z=2$ and $M=1$ give 14: the 6 counted above, 2 for the trivial metric and 6 for the Hamiltonian. The inverse of $O$, the scalings and the traces add a cost per site that depends on $M$ alone.

Let every site touch at least one function, and let $z$ be the largest $z_I$. Summing over sites,

$$2M(1+M+M^2)\,N\le C\le2M(z^2+zM+M^2)\,N .$$

The work is bounded on both sides by constants times $N$. For storage, $V$ has at most $zMN$ elements and $H_U$ at most $z^2N$. There is also a lower bound for $H_U$. If one function touches at most $q$ sites, a number bounded by packing when the sites sit on atoms, then $N$ sites need at least $N/q$ different functions, and each of these has a stored diagonal element.

A kernel cut at $2R$ has at most $p(1+4R/d)^D$ elements per row, so looking up an element has bounded cost. The number of rows is the number of support functions. Kernel storage is therefore linear in the number of atoms, and linear in $N$ if atoms and sites grow in proportion.

The search for touching functions must be local too. In three dimensions, sort the atoms into cubic cells of side $R$ and inspect the 27 cells around each site. Every candidate differs from the site by less than $2R$ along each axis, hence by less than $2\sqrt3R$ in distance. The packing argument limits the candidates to $(1+4\sqrt3R/d)^3$ per site.

## A ring of Hubbard sites

The model is a one-dimensional ring of alternating Gaussian wells, 12 and 4 eV deep, with a standard deviation of 0.08 nm. The mean spacing is 0.25 nm, with random shifts of up to 0.01 nm. Each atom has an even and an odd support function with $r_\phi=0.35$ nm. Each deep well is a site with $M=2$ nonorthogonal projectors, $r_\chi=0.30$ nm and $U=4$ eV. One electron per site and spin fills the levels below a gap, which in this basis is 4.07 eV for a ring of twelve sites. Two functions per atom are too few for converged energies or occupations, so the values below illustrate the algorithm and are not accurate properties of the wells. In a converged plane-wave basis the gap is 4.30 eV, the occupation eigenvalues of the first site are 0.981 and 0.004, and the Hubbard energy of the ring is 1.02 eV, about a third above the value given below; a four times finer grid moves that value by only 0.0003 eV. The kernel comes from diagonalizing the Hamiltonian without $U$, so the Hubbard terms are evaluated once and not iterated to self-consistency.

On the first site of a twelve-site ring the occupation eigenvalues are 0.98938 and 0.00642. The potentials are

$$4(0.5-0.98938)=-1.958\ \text{eV},\qquad 4(0.5-0.00642)=1.974\ \text{eV}.$$

The nearly full state is lowered and the nearly empty one raised, each by almost $U/2$. The energy of this site, with both spins, is

$$2\cdot\frac42\,(0.98938\cdot0.01062+0.00642\cdot0.99358)=0.0675\ \text{eV}.$$

The ring total is 0.761 eV, or $1.220\times10^{-19}$ J, which is 0.0634 eV per site on average. The sites differ because their atoms are shifted differently; without shifts, translation would make them equivalent. The energy is small although the potentials are large, since it vanishes at integer occupation and the potential does not. Accordingly, $\mathrm{Tr}[KH_U]=-46.29$ eV for both spins, and the term $47.05$ eV must be added to recover $0.76$ eV.

The projector overlap is $s=0.870$. Without the metric the trace would be 1.729 instead of 0.996. The value without the metric depends on which projectors are chosen to span the site space, whereas the trace with the metric does not.

Occupation eigenvalues, energy and $H_U$ were tested against orbitals on the real-space grid with orthonormalized projectors. For a random change of the kernel, finite differences of the energy and $\mathrm{Tr}[H_U\,dK]$ agree at 1.18664 eV.

Here $R=0.65$ nm. Removing kernel elements beyond $2R=1.30$ nm leaves occupations and Hamiltonian unchanged to rounding. The kernel is not small there: in a ring of 50 sites, the largest element beyond 1.3 nm is still 19% of the largest of all. This size belongs to the basis more than to the state: the support functions are nearly linearly dependent (the condition number of their overlap matrix is $4.5\times10^3$), and after symmetric orthonormalization the same ratio is about 1%. Large or small, those elements drop out by geometry, not by decay. Cutting at 0.9, 0.65 and 0.4 nm changes the trace of $n$, which is close to 1, by up to 0.001, 0.020 and 0.13.

## Counting in one and three dimensions

In the ring, a site reaches its own atom and two on each side, since the third is at least 0.73 nm away. This gives $z=5\cdot2=10$, below the packing bound of 13.26 for the 200-site ring, and

$$C_I=4(100+20+4)=496 .$$

The counted multiplications are 12,400 for 25 sites and 99,200 for 200 sites, which is 496 per site in both cases. $H_U$ has 64 stored elements per site, fewer than $z^2=100$ because neighbouring blocks overlap. The stored elements of $V$ and of the cut kernel are 20 and 88 per site.

Open clusters approach their limit more slowly. Consider a cube with $L$ atoms along each edge, every atom a site with $M=2$ and one support function. The spacing is 0.30 nm and the reach 0.47 nm, which includes first and second neighbours. An interior site then has $z=1+6+12=19$. Counting the missing neighbours gives $z=14$ on a face, 10 on an edge and 7 at a corner. The costs $4(z^2+2z+4)$ are 1612, 912, 496 and 268. With $(L-2)^3$ interior, $6(L-2)^2$ face, $12(L-2)$ edge and 8 corner sites,

$$C(L)=1612(L-2)^3+5472(L-2)^2+5952(L-2)+2144 .$$

For $L=4$ this is $12896+21888+11904+2144=48832$, the counted value. For large $L$ the cost per site is $1612-4200/L$ to first order in $1/L$, because $6\cdot1612-5472=4200$.

From 64 to 343 sites the work rises by a factor 7.58 while the number of sites rises by 5.36. A power law through these two points would have the exponent 1.21. This is not a failure of linear scaling: surface sites have fewer neighbours, and their share falls as the cube grows.

## Where the result stops holding

Functions with untruncated tails touch every site, and $z$ then grows with the system. A larger reach keeps the scaling linear but raises its prefactor. For $R\gg d$ in three dimensions, doubling $R$ multiplies the bound on $z$ by about 8 and the leading term of the cost bound by about 64.

Exact locality requires that the metric be inverted site by site. Take three sites with one projector each and overlap $s$ between neighbours only. The inverse of the common overlap matrix has the element

$$\left[\begin{pmatrix}1&s&0\\ s&1&s\\0&s&1\end{pmatrix}^{-1}\right]_{13}=\frac{s^2}{1-2s^2},$$

which connects sites 1 and 3 although their projectors do not overlap. In the twelve-site ring, the second-neighbour block of the all-site inverse contains an element of size $3.5\times10^{-4}$ where the direct overlap is zero. An inverse over all sites defines different occupations and loses the strict locality used above. In this ring its elements fall quickly, to $4.4\times10^{-2}$, $3.5\times10^{-4}$ and $1.8\times10^{-6}$ for first, second and third neighbours, so it can be truncated with a small error, but the locality is then approximate and not exact. The site-wise definition has its own price: where projectors of neighbouring sites overlap, the site occupations need not add up to the charge in the space spanned by all projectors. For two sites with one projector each and overlap $s>0$, one electron in the normalized sum of the projectors gives the total $1+s$, and one in the normalized difference gives $1-s$.

Finally, the bounds apply to the Hubbard step once $K$ is known. The diagonalization that supplied $K$ here has cubic cost. A calculation that is linear as a whole also needs a linear-scaling method for the kernel, and the error of that method enters the occupations through the elements that are kept.

The numerical output below lists the remaining values.

## Computed values

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
mean atom spacing = 0.25 nm, largest shift = 0.01 nm
well depths = 12.0, 4.0 eV; width = 0.08 nm
support radius = 0.35 nm, projector radius = 0.3 nm
reach R = 0.65 nm, kernel cutoff 2R = 1.30 nm
U = 4.0 eV, projectors per site M = 2, grid step = 0.005 nm
12-site ring: gap without U = 4.0667 eV
site 0: functions touching it z = 10
site 0: projector overlap O_12 = 0.87035
site 0: occupation eigenvalues = 0.98938, 0.00642
site 0: Hubbard potentials = -1.9575, 1.9743 eV
site 0: Tr n = 0.99581; without metric = 1.72891
12 sites, both spins: E_U = 0.76136 eV
12 sites, both spins: E_U = 1.21984e-19 J
12 sites, both spins: Tr(K H_U) = -46.28538 eV
12 sites, both spins: U/2 sum Tr n^2 = 47.04674 eV
energy derivative, differences = 1.18664002 eV
energy derivative, Tr(H_U dK) = 1.18664002 eV
kernel cut at 0.9 nm: largest change of Tr n = 9.82e-04
kernel cut at 0.65 nm: largest change of Tr n = 2.03e-02
kernel cut at 0.4 nm: largest change of Tr n = 1.33e-01
second-neighbour sites: direct overlap = 0.0e+00
second-neighbour sites: all-site inverse = 3.46e-04
50 sites: largest |K| beyond 1.3 nm / largest |K| = 1.94e-01
50 sites: largest |K| beyond 2.6 nm / largest |K| = 9.37e-02
50 sites: largest |K| beyond 5.2 nm / largest |K| = 1.72e-02
rings: N, multiplications, nnz H_U, nnz V, nnz K, E_U/N (eV)
  25, 12400, 1600, 500, 2200, 0.06341
  50, 24800, 3200, 1000, 4400, 0.06343
  100, 49600, 6400, 2000, 8800, 0.06328
  200, 99200, 12800, 4000, 17600, 0.06345
rings: multiplications per site = 496
rings: nnz per site H_U = 64, V = 20, K = 88
200-site ring: packing bound on z = 13.26
cubes: spacing = 0.3 nm, reach = 0.47 nm, largest shift per axis = 0.008 nm
cubes: edge, N, multiplications, largest z, largest checks, mult./N
  4, 64, 48832, 19, 64, 763.0
  5, 125, 112772, 19, 91, 902.2
  6, 216, 216672, 19, 86, 1003.1
  7, 343, 370204, 19, 125, 1079.3
cubes: leading coefficient = 1612 multiplications per site
edge-7 cube: packing bound on z = 80.0
```
